**Gauge dependence of electron-phonon matrix elements in degenerate sets**

The program shows that individual elements $g_{mn\nu}$ depend on the bases chosen within degenerate levels, while $S=\sum|g_{mn\nu}|^2$ over complete sets does not; $m$, $n$ and $\nu$ label final states, initial states and phonon modes. The model is an fcc crystal with p orbitals and central springs. The program asserts that the coupling matrices agree with finite differences of a displaced 125-atom supercell, and the phonon formulas with the nonlinear spring energy. It asserts that $S$ from linear and circular bases equals a projector expression that uses no eigenvectors. In 400 runs with noise of scale $10^{-9}$, one modulus ranges from 1.2 to 67.6 meV while $S$ stays at 11595 meV². The singular values of the longitudinal block, both 43.1 meV, are asserted to be invariant too; symmetry makes them equal in this example, so here they follow from the sum of squares of that block. For a triplet at the zone centre, one basis puts all the coupling into a single state, and the average over 48 cubic operations restores equal shares.

## Numerical check

```python
"""Gauge dependence of electron-phonon matrix elements in degenerate subspaces.

Result under test: g[nu,m,n] = l_nu <m,k+q| dH/du_nu |n,k> depends on the bases
chosen inside degenerate sets, whereas the sum of |g|^2 over complete sets does
not. Singular values of a nondegenerate mode's block are invariant as well.
Model: fcc crystal, one atom per cell, orthogonal p orbitals, nearest-neighbour
hopping V_sigma, V_pi proportional to distance**(-p), central springs K.
l_nu = sqrt(hbar/(2 M omega_nu)) is the zero-point length.
Energies are in eV and lengths in angstrom unless a printed label says otherwise.
"""
import itertools
import numpy as np
from scipy import constants as sc

V_SIGMA, V_PI, POWER = 1.0, -0.2, 3
BOND, SPRING, MASS_U = 3.0, 2.0, 50.0
LATTICE = BOND * np.sqrt(2)
DELTA_V = V_SIGMA - V_PI
MASS = MASS_U * sc.atomic_mass
EYE = np.eye(3)

primitive = LATTICE / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
half = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, -1, 0), (1, 0, -1), (0, 1, -1)]
neighbour_cells = np.array(half + [tuple(-x for x in c) for c in half])
bonds = neighbour_cells @ primitive
assert np.allclose(np.linalg.norm(bonds, axis=1), BOND)


def hopping(d):
    """Two-centre p-p hopping matrices for bond vectors d[..., 3]."""
    r = np.linalg.norm(d, axis=-1)[..., None, None]
    scale = (BOND / r) ** POWER
    dd = d[..., :, None] * d[..., None, :] / r**2
    return scale * (V_PI * EYE + DELTA_V * dd)


def hopping_gradient():
    """Analytic d t_ab / d d_c at equilibrium, indexed [bond, c, a, b]."""
    r = bonds / BOND
    slope = -POWER / BOND
    term_pi = slope * V_PI * np.einsum('dc,ab->dcab', r, EYE)
    cubic = (slope - 2 / BOND) * DELTA_V * np.einsum('dc,da,db->dcab', r, r, r)
    turn = DELTA_V / BOND * (np.einsum('ac,db->dcab', EYE, r)
                             + np.einsum('bc,da->dcab', EYE, r))
    return term_pi + cubic + turn


GRADIENT = hopping_gradient()
HOP = hopping(bonds)


def hamiltonian(k):
    return np.einsum('d,dab->ab', np.exp(1j * bonds @ k), HOP)


def force_matrix(q):
    r = bonds / BOND
    return SPRING * np.einsum('d,da,db->ab', 1 - np.cos(bonds @ q), r, r)


def deformation(k, q):
    phase = np.exp(1j * bonds @ (k + q)) - np.exp(1j * bonds @ k)
    return np.einsum('d,dcab->cab', phase, GRADIENT)


def phonon_scale(stiffness):
    """Phonon energy (eV) and zero-point length (angstrom)."""
    omega = np.sqrt(stiffness * sc.e / 1e-20 / MASS)
    return sc.hbar * omega / sc.e, np.sqrt(sc.hbar / (2 * MASS * omega)) * 1e10


def couple(G, final, initial, polar, length):
    """Coupling in meV, indexed [mode, final state, initial state]."""
    return 1e3 * length * np.einsum('cv,am,cab,bn->vmn', polar,
                                    final.conj(), G, initial)


def total(g):
    return np.sum(abs(g) ** 2)


# Wavevectors on the [111] axis; the electron is scattered from k to -k.
axis = 2 * np.pi / LATTICE * np.ones(3)
k, q = -axis / 5, 2 * axis / 5
G = deformation(k, q)
theta = 2 * np.pi / 5

# Finite differences of a displaced 5x5x5 supercell.
size = 5
cells = np.array(list(itertools.product(range(size), repeat=3)))
sites = cells @ primitive
neighbour = ((cells[:, None] + neighbour_cells) % size) @ np.array([25, 5, 1])
left = np.exp(-1j * sites @ (k + q))
right = np.exp(1j * (sites[:, None] + bonds) @ k)


def displaced_bonds(direction, step):
    u = step * np.cos(sites @ q)[:, None] * direction
    return bonds + u[neighbour] - u[:, None]


def supercell_element(direction, step):
    t = hopping(displaced_bonds(direction, step))
    return np.einsum('r,rd,rdab->ab', left, right, t) / len(sites)


step = 1e-3
fd_error = 0.0
for c in range(3):
    slope = (supercell_element(EYE[c], step)
             - supercell_element(EYE[c], -step)) / (2 * step)
    # A real cosine holds the +q wave with weight one half.
    fd_error = max(fd_error, np.max(abs(2 * slope - G[c])))
assert fd_error < 1e-5

# Phonon stiffness from the full nonlinear spring energy.
n_axis = np.ones(3) / np.sqrt(3)
x_axis = np.array([-2, 1, 1]) / np.sqrt(6)
y_axis = np.array([0, 1, -1]) / np.sqrt(2)


def spring_energy(direction, step):
    stretch = np.linalg.norm(displaced_bonds(direction, step), axis=-1) - BOND
    return 0.25 * SPRING * np.sum(stretch**2)


K_TA = SPRING * (1 - np.cos(2 * theta))
K_LA = 4 * K_TA
for direction, expected in ((x_axis, K_TA), (y_axis, K_TA), (n_axis, K_LA)):
    energy = (spring_energy(direction, step) + spring_energy(direction, -step)) / 2
    assert abs(4 * energy / (len(sites) * step**2) / expected - 1) < 1e-5
assert np.allclose(np.linalg.eigvalsh(force_matrix(q)), [K_TA, K_TA, K_LA])
E_TA, l_TA = phonon_scale(K_TA)
E_LA, l_LA = phonon_scale(K_LA)

# Electron levels: closed forms against diagonalization.
diagonal = (2 + 2 * np.cos(theta)) * (3 * V_PI + DELTA_V)
offdiag = DELTA_V * (np.cos(theta) - 1)
E_doublet, E_singlet = diagonal - offdiag, diagonal + 2 * offdiag
for point in (k, k + q):
    assert np.allclose(np.linalg.eigvalsh(hamiltonian(point)),
                       sorted([E_doublet, E_doublet, E_singlet]))

# Linear and circular bases in the same degenerate spaces.
linear = np.column_stack([x_axis, y_axis])
circular = linear @ np.array([[1, 1], [1j, -1j]]) / np.sqrt(2)
g_lin = couple(G, linear, linear, linear, l_TA)
g_cir = couple(G, circular, circular, circular, l_TA)
a = -1j * 1e3 * l_TA * np.sin(theta) * (POWER + 2) * DELTA_V / (np.sqrt(3) * BOND)
sigma_x, sigma_z = np.array([[0, 1], [1, 0]]), np.diag([1, -1])
assert np.allclose(g_lin[0], a * sigma_z) and np.allclose(g_lin[1], -a * sigma_x)
assert np.isclose(np.max(abs(g_cir)), np.sqrt(2) * abs(a))
assert np.sum(abs(g_cir) > 1e-8) == 2

g_LA = couple(G, linear, linear, n_axis[:, None], l_LA)
bracket = -3 * POWER * V_PI / BOND - (POWER + 2) * DELTA_V / (2 * BOND)
b = 4j * 1e3 * l_LA * np.sin(theta) * np.sqrt(2 / 3) * bracket
assert np.allclose(g_LA[0], b * np.eye(2))

# Basis-free sum: projectors as polynomials of the matrices themselves.
P_i = (hamiltonian(k) - E_singlet * EYE) / (E_doublet - E_singlet)
P_f = (hamiltonian(k + q) - E_singlet * EYE) / (E_doublet - E_singlet)
P_ph = (force_matrix(q) - K_LA * EYE) / (K_TA - K_LA)
S_projector = (1e3 * l_TA) ** 2 * np.einsum(
    'cd,ij,cjk,kl,dil->', P_ph, P_f, G, P_i, G.conj()).real
for value in (total(g_lin), total(g_cir), 4 * abs(a) ** 2):
    assert np.isclose(value, S_projector)

# Independent diagonalizations with tiny Hermitian noise choose their own bases.
rng = np.random.default_rng(7)
NOISE = 1e-9


def noisy_vectors(matrix):
    z = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    return np.linalg.eigh(matrix + NOISE * (z + z.conj().T) / 2)[1]


doublet = slice(1, 3) if E_doublet > E_singlet else slice(0, 2)
runs, LA_runs = [], []
for _ in range(400):
    initial = noisy_vectors(hamiltonian(k))[:, doublet]
    final = noisy_vectors(hamiltonian(k + q))[:, doublet]
    modes = noisy_vectors(force_matrix(q))
    runs.append(couple(G, final, initial, modes[:, :2], l_TA))
    LA_runs.append(couple(G, final, initial, modes[:, 2:], l_LA)[0])
runs, LA_runs = np.array(runs), np.array(LA_runs)
sums = np.sum(abs(runs) ** 2, axis=(1, 2, 3))
assert np.max(abs(sums / S_projector - 1)) < 1e-6
assert np.max(abs(runs)) <= np.sqrt(2) * abs(a) * (1 + 1e-6)
assert np.ptp(abs(runs[:, 0, 0, 0])) > abs(a)
mode_sums = np.sum(abs(runs[:, :, 0, 0]) ** 2, axis=1)
assert np.ptp(mode_sums) > abs(a) ** 2
singular = np.linalg.svd(LA_runs, compute_uv=False)
assert np.allclose(singular, abs(b), rtol=1e-6)
assert np.allclose(abs(np.linalg.det(LA_runs)), abs(b) ** 2, rtol=1e-6)
assert np.ptp(abs(LA_runs[:, 0, 0])) > 0.5 * abs(b)

# Triplet at Gamma, one nondegenerate final band and one nondegenerate mode.
gamma = np.zeros(3)
assert np.ptp(np.linalg.eigvalsh(hamiltonian(gamma))) < 1e-10
q_general = 2 * np.pi / LATTICE * np.array([0.10, 0.25, 0.40])


def triplet_row(wavevector, initial):
    levels, states = np.linalg.eigh(hamiltonian(wavevector))
    stiffness, modes = np.linalg.eigh(force_matrix(wavevector))
    assert levels[2] - levels[1] > 1e-3 and stiffness[2] - stiffness[1] > 1e-3
    length = phonon_scale(stiffness[2])[1]
    return couple(deformation(gamma, wavevector), states[:, 2:], initial,
                  modes[:, 2:], length)[0, 0]


row = triplet_row(q_general, EYE)
S_row = total(row)
adapted = np.linalg.svd(row[None, :])[2].conj().T
row_adapted = triplet_row(q_general, adapted)
assert np.isclose(total(row_adapted), S_row)
assert np.isclose(abs(row_adapted[0]) ** 2, S_row)
assert np.max(abs(row_adapted[1:])) < 1e-8
assert np.ptp(abs(row)) > 1e-2 * np.sqrt(S_row)
average = np.zeros((3, 3), complex)
for order in itertools.permutations(range(3)):
    for signs in itertools.product((-1, 1), repeat=3):
        operation = np.diag(signs) @ EYE[list(order)]
        r = triplet_row(operation @ q_general, EYE)
        average += np.outer(r.conj(), r) / 48
assert np.allclose(average, S_row / 3 * EYE, rtol=1e-8, atol=1e-7)


def show(label, g):
    values = ' '.join(f'{abs(x):.3f}' for x in np.ravel(g))
    print(f'{label}: {values}')


print(f'V_sigma, V_pi (eV): {V_SIGMA:.1f}, {V_PI:.1f}')
print(f'Hopping power p: {POWER}')
print(f'Bond length (angstrom): {BOND:.1f}')
print(f'Spring constant K (eV/angstrom^2): {SPRING:.1f}')
print(f'Atomic mass (u): {MASS_U:.1f}')
print(f'k, q, k+q in units of (2pi/a)(1,1,1): {-1/5:.1f}, {2/5:.1f}, {1/5:.1f}')
print(f'Bond phase theta (degrees): {np.degrees(theta):.1f}')
print(f'Electron doublet energy (eV): {E_doublet:.4f}')
print(f'Electron singlet energy (eV): {E_singlet:.4f}')
print(f'TA, LA phonon energies (meV): {1e3*E_TA:.3f}, {1e3*E_LA:.3f}')
print(f'TA, LA zero-point lengths (angstrom): {l_TA:.5f}, {l_LA:.5f}')
print(f'TA deformation |a|/l (eV/angstrom): {abs(a)/l_TA/1e3:.4f}')
print(f'|a|, sqrt(2)|a| (meV): {abs(a):.3f}, {np.sqrt(2)*abs(a):.3f}')
print('TA moduli below: mode 1 (11 12 21 22), then mode 2, in meV')
show('Linear basis', g_lin)
show('Circular basis', g_cir)
show('Noisy run A', runs[0])
show('Noisy run B', runs[1])
print(f'Sum |g|^2, linear (meV^2): {total(g_lin):.3f}')
print(f'Sum |g|^2, circular (meV^2): {total(g_cir):.3f}')
print(f'Sum |g|^2, run A (meV^2): {sums[0]:.3f}')
print(f'Sum |g|^2, run B (meV^2): {sums[1]:.3f}')
print(f'Sum |g|^2, projectors (meV^2): {S_projector:.3f}')
print(f'Mean |g|, linear and circular (meV): '
      f'{np.mean(abs(g_lin)):.3f}, {np.mean(abs(g_cir)):.3f}')
print(f'Rms |g| over eight elements (meV): {np.sqrt(S_projector/8):.3f}')
print(f'Mode sum at m=n=1, linear (meV^2): {total(g_lin[:, 0, 0]):.3f}')
print(f'Mode sum at m=n=1, circular (meV^2): {total(g_cir[:, 0, 0]):.3f}')
print(f'Number of noisy runs: {len(runs)}')
print(f'Noise scale (eV; eV/angstrom^2 for springs): {NOISE:.0e}')
print(f'Range of |g_11|, mode 1, all runs (meV): '
      f'{np.min(abs(runs[:,0,0,0])):.3f} to {np.max(abs(runs[:,0,0,0])):.3f}')
print(f'Largest relative change of sum: {np.max(abs(sums/S_projector-1)):.1e}')
print(f'LA singular values, both |b| (meV): {abs(b):.3f}')
show('LA moduli, linear (11 12 21 22), meV', g_LA)
show('LA moduli, run A (11 12 21 22), meV', LA_runs[0])
print(f'LA |det g| (meV^2): {abs(b)**2:.3f}')
print('Gamma example q in units of 2pi/a: '
      + ' '.join(f'{x:.2f}' for x in q_general * LATTICE / (2*np.pi)))
show('Gamma triplet |g|, px py pz (meV)', row)
show('Gamma triplet |g|, adapted basis (meV)', row_adapted)
print(f'Gamma triplet complete sum (meV^2): {S_row:.3f}')
print(f'Star-averaged share per state (meV^2): {average[0,0].real:.3f}')
print(f'Supercell derivative error (eV/angstrom): {fd_error:.1e}')
print('verified')
```

Output:

```
V_sigma, V_pi (eV): 1.0, -0.2
Hopping power p: 3
Bond length (angstrom): 3.0
Spring constant K (eV/angstrom^2): 2.0
Atomic mass (u): 50.0
k, q, k+q in units of (2pi/a)(1,1,1): -0.2, 0.4, 0.2
Bond phase theta (degrees): 72.0
Electron doublet energy (eV): 2.4000
Electron singlet energy (eV): -0.0875
TA, LA phonon energies (meV): 17.392, 34.784
TA, LA zero-point lengths (angstrom): 0.04903, 0.03467
TA deformation |a|/l (eV/angstrom): 1.0982
|a|, sqrt(2)|a| (meV): 53.839, 76.140
TA moduli below: mode 1 (11 12 21 22), then mode 2, in meV
Linear basis: 53.839 0.000 0.000 53.839 0.000 53.839 53.839 0.000
Circular basis: 0.000 0.000 76.140 0.000 0.000 76.140 0.000 0.000
Noisy run A: 45.384 34.560 36.861 34.416 46.253 20.097 15.477 54.905
Noisy run B: 29.670 31.080 54.628 31.093 10.961 61.894 42.575 5.805
Sum |g|^2, linear (meV^2): 11594.619
Sum |g|^2, circular (meV^2): 11594.619
Sum |g|^2, run A (meV^2): 11594.619
Sum |g|^2, run B (meV^2): 11594.619
Sum |g|^2, projectors (meV^2): 11594.619
Mean |g|, linear and circular (meV): 26.920, 19.035
Rms |g| over eight elements (meV): 38.070
Mode sum at m=n=1, linear (meV^2): 2898.655
Mode sum at m=n=1, circular (meV^2): 0.000
Number of noisy runs: 400
Noise scale (eV; eV/angstrom^2 for springs): 1e-09
Range of |g_11|, mode 1, all runs (meV): 1.168 to 67.598
Largest relative change of sum: 2.9e-15
LA singular values, both |b| (meV): 43.071
LA moduli, linear (11 12 21 22), meV: 43.071 0.000 0.000 43.071
LA moduli, run A (11 12 21 22), meV: 30.868 30.038 30.038 30.868
LA |det g| (meV^2): 1855.139
Gamma example q in units of 2pi/a: 0.10 0.25 0.40
Gamma triplet |g|, px py pz (meV): 10.131 34.122 9.371
Gamma triplet |g|, adapted basis (meV): 36.807 0.000 0.000
Gamma triplet complete sum (meV^2): 1354.737
Star-averaged share per state (meV^2): 451.579
Supercell derivative error (eV/angstrom): 2.2e-06
verified
```
